# Initial Sticking Probability from a Coverage Profile in a Cylindrical Hole

## The problem

A cylindrical hole of diameter \(d=100\) nm and depth 6 µm is exposed to one pulse of a precursor gas. Afterwards the wall is covered near the mouth and bare near the bottom. The coverage \(\theta(x)\), a fraction of saturation, passes through one half at depth \(x=3\) µm. The magnitude of its slope there is \(g=|d\theta/dx|=1\) per µm.

The gas molecules collide with the wall and not with each other. A molecule that strikes the wall sticks with probability \(s=s_0(1-\theta)\), the one-site Langmuir law, and never desorbs. Otherwise it leaves in a random direction given by the cosine law. Take \(s_0\ll1\), a constant diameter, and negligible storage of molecules in the gas.

1. Find the mean square axial distance of one flight between two wall collisions.
2. Find the equation for the coverage profile left by the pulse.
3. Infer \(s_0\) from the slope.
4. Find the pulse time at 500 K and 0.1 Torr, for molar mass 100 g/mol and 4 adsorbed molecules per nm² at saturation.
5. Judge how far the inferred value can be trusted.

## Hints

**For 1.** Measure the polar angle from the axis of the hole, not from the wall normal. In projection on the cross-section, every flight is a chord of a circle.

**For 2.** Molecules arriving at \(x\) left the wall elsewhere. Expand the departing flux about \(x\) to second order. Then integrate over the whole pulse, so that the uptake becomes the final coverage.

**For 3.** The profile equation has the form of Newton's equation for a particle in a potential, with depth in place of time. It has an "energy" integral, fixed by conditions deep in the hole.

**For 4.** The same integral gives \(dx\) in terms of the local dose.

**For 5.** Ask which assumptions enter the numerical prefactor, and which enter as small ratios.

## Full solution

### 1. One flight

Let \(\alpha\) be the angle between the direction of flight and the axis, and \(\beta\) the angle in the cross-section between the projected direction and the inward normal. The direction has normal component \(\sin\alpha\cos\beta\), and the solid angle element is \(\sin\alpha\,d\alpha\,d\beta\). The cosine law therefore gives the probability

\[
dP=\frac1\pi\sin^2\!\alpha\,\cos\beta\;d\alpha\,d\beta,\qquad 0<\alpha<\pi,\quad |\beta|<\frac{\pi}{2}.
\]

It is normalized, since the two integrals are \(\pi/2\) and 2. The projected path is a chord of length \(d\cos\beta\), so the axial displacement is \(z=d\cos\beta\cot\alpha\). Its mean vanishes by symmetry, and

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\!\beta\,d\beta\int_0^\pi\!\cos^2\!\alpha\,d\alpha
=\frac{d^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.
\]

### 2. The profile equation

Let \(\Gamma(x,t)\) be the number of molecules striking unit wall area per unit time. The flux leaving the wall is \(J=(1-s)\Gamma\). With negligible gas storage, arrivals at \(x\) are the departures from other places, weighted by the distribution \(K(z)\) of flight distances. Away from the ends,

\[
\Gamma(x)=\int K(x-x')J(x')\,dx'\simeq J+\frac{\langle z^2\rangle}{2}J''=(1-s)\Gamma+\frac{d^2}{3}\big[(1-s)\Gamma\big]''.
\]

Primes on functions denote derivatives with respect to \(x\). The expansion requires the flux to vary slowly over one diameter. Cancel \(\Gamma\) on both sides, and neglect \(s\) beside 1 in the last bracket:

\[
\Gamma''=\kappa^2(1-\theta)\Gamma,\qquad \kappa^2=\frac{3s_0}{d^2}.
\]

The length \(1/\kappa\) is the distance over which the flux decays along a bare wall. Where the wall is saturated, \(\Gamma''=0\) and the flux falls linearly.

Let \(A\) be the wall area per adsorbed molecule at saturation. The uptake is

\[
\frac{\partial\theta}{\partial t}=As_0(1-\theta)\Gamma .
\]

Define the scaled local dose \(\varphi(x)=As_0\int\Gamma\,dt\), taken over the pulse. Dividing the uptake equation by \(1-\theta\) and integrating from a bare wall gives \(-\ln(1-\theta)=\varphi\), that is, \(\theta=1-e^{-\varphi}\).

Now multiply the flux equation by \(As_0\) and integrate over time. The left side becomes \(\varphi''\). On the right, \(As_0(1-\theta)\Gamma\) is the uptake rate, whose integral is the final coverage:

\[
\varphi''=\kappa^2\theta=\kappa^2\left(1-e^{-\varphi}\right).
\]

Time has dropped out. The final profile depends on the total dose at the mouth, not on how the flux was distributed over the pulse.

### 3. The slope and the sticking probability

Multiply by \(\varphi'\). Both sides are then derivatives:

\[
\frac{d}{dx}\,\frac{\varphi'^2}{2}=\kappa^2\frac{d}{dx}\left(\varphi+e^{-\varphi}\right).
\]

Deep in the hole \(\varphi\) and \(\varphi'\) tend to zero, and \(\varphi+e^{-\varphi}\) tends to 1. Hence

\[
\varphi'^2=2\kappa^2\left(\varphi+e^{-\varphi}-1\right),\qquad \varphi'<0 .
\]

At half coverage \(e^{-\varphi}=1/2\), so \(\varphi=\ln2\) and the bracket equals \(\ln2-\tfrac12\). Since \(\theta'=e^{-\varphi}\varphi'\),

\[
g=\frac{\kappa}{2}\sqrt{2\ln2-1}.
\]

Square this, insert \(\kappa^2=3s_0/d^2\), and solve:

\[
g^2=\frac{3s_0}{4d^2}(2\ln2-1)
\quad\Longrightarrow\quad
s_0=\frac{4(gd)^2}{3(2\ln2-1)}\simeq3.45\,(gd)^2 .
\]

Here \(gd=(1\ \text{µm}^{-1})(0.1\ \text{µm})=0.1\), and therefore

\[
s_0=3.452\times0.01=0.0345 .
\]

The decay length is \(1/\kappa=100\ \text{nm}/\sqrt{3\times0.03452}=311\) nm. The hole is 19.3 decay lengths deep, so almost no molecule entering a bare hole would reach the bottom: it sticks first or returns through the mouth. This is the diffusion-limited regime, in which a front separates covered from bare wall.

Within the diffusion model, the effect of the neglected bottom can be estimated. At 4 µm the calculated coverage is 0.031. The remaining 2 µm are 6.4 decay lengths, which reduce \(\varphi\) to about \(10^{-4}\), including a factor of 2 for reflection at a closed end. The integration constant then changes by \(\varphi^2/2\), which alters the bracket at half coverage by a relative amount of order \(10^{-8}\).

The formula was tested by marching gas diffusion and adsorption forward in time in a closed hole with \(s_0=0.0345\). With the front at 3.00 µm the slope was 1.000 per µm. With a much smaller dose, which put the front at 0.829 µm, it was again 1.000 per µm. Within the diffusion model the front moves inward without changing its shape.

That shape is not symmetric about half coverage. The calculated coverage is 0.92 at 2.5 µm and 0.14 at 3.5 µm, so the deficit on the mouth side, 0.08, is smaller than the remainder on the far side. Towards the mouth \(|\varphi'|\) grows, so the relative rate at which \(1-\theta=e^{-\varphi}\) falls keeps increasing. Towards the bottom \(\theta\simeq\varphi\), which decays as \(e^{-\kappa x}\).

The steepest point is not the half-coverage point either. Maximizing \(\theta'^2\propto e^{-2\varphi}(\varphi+e^{-\varphi}-1)\) requires

\[
-2(\varphi+e^{-\varphi}-1)+1-e^{-\varphi}=0,\qquad\text{or}\qquad 3(1-e^{-\varphi})=2\varphi .
\]

The nonzero root has \(\theta=0.583\), and the slope there is 1.025 times \(g\). Inserting this slope in the formula would give 0.0363 instead of 0.0345.

### 4. Dose and pulse time

Let \(\varphi_0\) be the scaled dose at the mouth. Separating variables in the first integral gives the depth of half coverage:

\[
x_{1/2}=\frac1\kappa\int_{\ln2}^{\varphi_0}\frac{d\varphi}{\sqrt{2(\varphi+e^{-\varphi}-1)}} .
\]

Numerical solution for \(x_{1/2}=3\) µm gives \(\varphi_0=49.2\). The mouth wall thus receives about 49 times the dose that would reduce its free fraction to \(1/e\).

The gas density at the mouth is \(n_0=p/k_BT\), the mean speed is \(v=\sqrt{8k_BT/\pi m}=325\) m/s, and the flux is \(\Gamma_0=n_0v/4\). With \(p=13.3\) Pa and \(k_BT=6.90\times10^{-21}\) J,

\[
\Gamma_0=\frac{1.93\times10^{21}\times325}{4}\ \text{m}^{-2}\text{s}^{-1}=1.57\times10^{23}\ \text{m}^{-2}\text{s}^{-1}.
\]

With \(A=0.25\) nm², the rate \(As_0\Gamma_0\) is \(1.36\times10^3\) s⁻¹, and the pulse time is

\[
t=\frac{\varphi_0}{As_0\Gamma_0}=\frac{49.2}{1.36\times10^3\ \text{s}^{-1}}\simeq36\ \text{ms}.
\]

For a large dose the depth has a simple limit. When \(\varphi\gg1\), drop \(e^{-\varphi}\) and set \(u=\sqrt{2(\varphi-1)}\). Then \(u'=\varphi'/u=-\kappa\), so \(u\) falls linearly with depth and \(\kappa x_{1/2}\simeq\sqrt{2\varphi_0}\) at leading order. Both \(\varphi_0\) and \(\kappa^2\) are proportional to \(s_0\), which therefore cancels:

\[
x_{1/2}\simeq d\sqrt{\frac{2A\Gamma_0t}{3}} .
\]

Here \(A\Gamma_0t=\varphi_0/s_0=1424\), which gives 3.08 µm, close to the 3 µm of the full integral. The depth of the front measures the exposure per adsorption site. The slope measures the sticking probability. A deep front by itself says little about \(s_0\).

### 5. How far to trust the value

**Reading the slope.** Since \(s_0\propto(gd)^2\), relative errors in slope or diameter count twice. A slope 5 percent lower or higher gives 0.031 or 0.038, at fixed diameter.

**Long flights.** The expansion in step 2 assumed a front wide compared with \(d\), yet \(\kappa d=0.32\). Higher terms cannot simply be added. A flight longer than \(z\gg d\) in one direction needs \(\alpha<d\cos\beta/z\), which has probability

\[
\frac1\pi\int\!\cos\beta\,\frac13\left(\frac{d\cos\beta}{z}\right)^{3}d\beta=\frac18\left(\frac dz\right)^3 .
\]

The density of \(z\) thus falls as \(z^{-4}\), and its fourth moment diverges. The remedy is to keep the integral. Multiplying the flight balance by \(As_0\) and integrating over the pulse gives

\[
\varphi(x)=\varphi_m(x)+\int K(x-x')\left[\varphi(x')-s_0\theta(x')\right]dx',
\]

where \(\varphi_m\) is the dose arriving directly from the mouth. The term \(s_0\theta\) arises because \(As_0\int s\Gamma\,dt=s_0\int(\partial\theta/\partial t)\,dt\).

This equation was solved numerically with the far end open and the exposure held fixed. Closing the end leaves the slope and the front unchanged to the digits given, although long flights then cover the bottom face to about 0.02, over a hundred times the diffusion estimate of step 3. For \(s_0=0.0345\) the slope is 0.984 per µm and the front lies at 2.85 µm. The diffusion formula applied to that slope returns a value about 3.1 percent below the true \(s_0\) in the limit of fine cells (3.2 percent with the cells of the listed calculation). Long flights are not the only cause of this difference. The flight equation also keeps \(s\) beside 1, which step 2 neglected; that neglect alone would raise the returned value by about 1 percent, so it partly offsets the effect of long flights. To obtain 1 per µm one needs \(s_0=0.0357\). The pulse time is affected too: with \(s_0=0.0345\), a front at 3 µm takes a pulse about 10 percent longer than found in step 4, near 40 ms. At one tenth of the sticking probability, with the same scaled dose and a hole longer in proportion to \(1/\kappa\), the calculation gives an error of 1.7 percent, but about 0.5 of this comes from its wider cells, which leaves about 1.2 percent for the formula itself. The error decreases as the front widens, though two numbers do not establish a power law.

**Collisions in the gas.** For an assumed collision diameter \(\sigma=0.6\) nm, the mean free path \(k_BT/(\sqrt2\,\pi\sigma^2p)\) is 324 µm, over three thousand times the hole diameter. Molecular flow is a sound assumption for the precursor alone at this pressure; with a carrier gas the total pressure counts, and the path shortens roughly as \(1/p\).

**Desorption.** Let an adsorbed molecule leave at the rate \(\nu e^{-E/k_BT}\), with an assumed \(\nu=10^{13}\) s⁻¹. For less than 1 percent to be lost during the pulse,

\[
E>k_BT\ln\frac{\nu t}{0.01}=0.0431\ \text{eV}\times31.2=1.35\ \text{eV}.
\]

A purge one hundred times longer than the pulse would raise this limit by \(k_BT\ln100\simeq0.20\) eV. More weakly bound molecules would violate the irreversible law.

**The real case.** The dimensions are roughly those of vertical holes in memory devices, and the gas data are rough values for thermal deposition from a metal-organic precursor. Sticking probabilities of such precursors differ by orders of magnitude, so 0.035 is not representative of the class. In practice one measures a film grown over many cycles, and its thickness follows \(\theta\) only if the other reactant saturates the wall throughout the profile. The film also narrows the hole, which breaks the assumption of constant diameter. For 30 cycles of 0.1 nm, with narrowing taken as uniform along the hole and the mouth dose fixed, the normalized film slope becomes 1.02 per µm. Using the original diameter then gives \(s_0=0.0359\), about 4 percent above the value put in. Uniform narrowing overstates the effect, because film grows only where the wall is covered: narrowing each depth by its own film gives a slope of 1.013 per µm and \(s_0=0.0354\), under 3 percent high.

Within one-site kinetics, "near 0.035" is therefore a fair statement, while a third digit would not be. The first variation shows what happens when the kinetics are different.

## Variation 1: a molecule that needs two free sites

*The same slope is measured, but \(s=s_0(1-\theta)^2\). What is \(s_0\)?*

The uptake is now \(\partial\theta/\partial t=As_0(1-\theta)^2\Gamma\). Dividing by \((1-\theta)^2\) and integrating gives

\[
\frac1{1-\theta}-1=\varphi,\qquad \theta=\frac{\varphi}{1+\varphi}.
\]

The time-integrated flux equation is still \(\varphi''=\kappa^2\theta\), because the loss of gas still equals the uptake. Writing \(\theta=1-1/(1+\varphi)\), multiplying by \(\varphi'\) and integrating from the bare end gives

\[
\varphi'^2=2\kappa^2\left[\varphi-\ln(1+\varphi)\right].
\]

Half coverage now means \(\varphi=1\), where \(d\theta/d\varphi=1/(1+\varphi)^2=1/4\). Hence

\[
g^2=\frac{2\kappa^2(1-\ln2)}{16}=\frac{3s_0(1-\ln2)}{8d^2},
\qquad
s_0=\frac{8(gd)^2}{3(1-\ln2)}=0.087 .
\]

A time-dependent calculation with this \(s_0\) and law reproduced the slope of 1 per µm to within 0.2 percent.

The same slope thus gives a sticking probability 2.5 times larger. This difference far exceeds the corrections of a few percent found above. The slope at one point cannot tell the two laws apart, but the rest of the profile can help. Half a micrometre from the front towards the mouth, the coverage is about 0.92 for one site and 0.84 for two. In the diffusion model both laws give, at low coverage, \(\theta\propto e^{-\kappa x}\), with decay length \(d/\sqrt{3s_0}\): 311 nm for one site and 196 nm for two. A profile measured below half coverage therefore tests the assumed kinetics, but it should be compared with the flight integral of step 5 rather than with the exponential. The probability of a flight longer than \(z\) falls only as \((d/z)^3\), so long flights, from the covered wall as well as from the mouth, outweigh the exponential deep in the hole. For one site, the coverage 1.5 µm beyond the front is already about twice the diffusion value.

## Variation 2: molecules stored in the gas

*How much can the gas held in the hole change the slope?*

Let \(n\) be the gas density, with \(\Gamma=nv/4\). The hole has wall area \(4/d\) per unit volume, so

\[
\frac{\partial n}{\partial t}=Dn''-\frac4d\,s_0(1-\theta)\frac{nv}{4}.
\]

In the steady state this must reduce to \(n''=\kappa^2(1-\theta)n\), which requires \(s_0v/(dD)=3s_0/d^2\), or \(D=dv/3\). Divide by \(D\), multiply by \(As_0v/4\), and integrate over time from an empty hole:

\[
\varphi''=\kappa^2\theta+\frac{3}{dv}\,\frac{As_0v}{4}\,n
=\kappa^2\left(\theta+\varepsilon\frac{n}{n_0}\right),\qquad \varepsilon=\frac{n_0Ad}{4}.
\]

The ratio \(\varepsilon\) compares the molecules in the gas at mouth density with those on a saturated wall. Multiplying by \(\varphi'\) and integrating up to half coverage adds \(\varepsilon\int_0^{\ln2}(n/n_0)\,d\varphi\) to the bracket \(\ln2-\tfrac12\). With a constant mouth density and no source inside, \(n\le n_0\), so the addition is at most \(\varepsilon\ln2\). Since \(\sqrt{1+y}\le1+y/2\), the relative increase in slope obeys

\[
\frac{\Delta g}{g}\le\frac{\ln2}{2(\ln2-\frac12)}\,\varepsilon=1.79\,\varepsilon .
\]

For the pulse above, \(\varepsilon=1.2\times10^{-5}\), and the effect is negligible. In a test with \(\varepsilon\) raised to 0.05 the bound is 9 percent, while the calculated increase was 0.29 percent. The bound is loose because it puts the mouth density at the front. The flux falls almost linearly across the covered wall, so the density at half coverage is only about \(0.06\,n_0\), and it falls further beyond.

The main values used here are listed in the numerical output below.

## Computed values

```
Hole diameter: 100 nm
Hole depth: 6 um
Half-coverage slope magnitude: 1 per um
Slope times diameter: 0.1
Mean square flight / diameter^2 (quadrature): 0.666667
Prefactor s0/(slope*diameter)^2: 3.4516
Inferred initial sticking probability s0: 0.03452
Decay length 1/kappa: 310.8 nm
Hole depth / decay length: 19.31
Chosen half-coverage depth: 3 um
Scaled mouth dose for that depth: 49.16
Simulated coverage at 2.0 um: 0.9988
Simulated coverage at 2.5 um: 0.9221
Simulated coverage at 3.0 um: 0.5
Simulated coverage at 3.5 um: 0.1408
Simulated coverage at 4.0 um: 0.03051
Simulated half-coverage depth: 3 um
Simulated half-coverage slope: 1 per um
Half-coverage depth at scaled dose 5: 0.829 um
Half-coverage slope at scaled dose 5: 1 per um
Coverage at steepest point: 0.5828
Steepest slope / half-coverage slope: 1.025
s0 if steepest slope were misused: 0.03625
s0 for slope 5 percent lower: 0.03115
s0 for slope 5 percent higher: 0.03805
Two-site s0 from same slope: 0.0869
Nonlocal model: slope at diffusion s0: 0.984 per um
Nonlocal model: half-coverage depth: 2.85 um
Error of formula at this s0: -3.17 percent
Error of formula at s0/10: -1.68 percent
Nonlocal s0 for slope 1 per um: 0.0357
Temperature: 500 K
Pressure: 0.1 Torr
Molar mass: 100 g/mol
Site density: 4 per nm^2
Mean thermal speed: 325 m/s
Pulse time: 36.3 ms
Assumed collision diameter: 0.6 nm
Mean free path: 324 um
Gas storage ratio epsilon: 1.21e-05
Storage bound: relative slope change / epsilon: 1.79
Test storage ratio: 0.05
Slope change at test storage ratio: 0.292 percent
Cycles: 30
Growth per cycle: 0.1 nm
Half-thickness depth after all cycles: 2.913 um
Film slope after all cycles: 1.02 per um
s0 from film slope and nominal diameter: 0.0359
Assumed desorption attempt rate: 1e+13 per s
Allowed desorbed fraction in pulse: 0.01
Least binding energy for that: 1.35 eV
```
